\section*{Phonon-Reduced Repulsion and Hole Pairing in the Atomic-Limit Holstein–Hubbard Model}

\section{Two holes and one spring}

Take a site whose surroundings act as one classical spring of stiffness $K$. Each hole on the site pulls the spring with a force $F$. With $n=0,1,2$ holes and displacement $x$, the lattice part of the energy is
\begin{equation}
\tfrac12Kx^2-nFx=\tfrac12K\left(x-\frac{nF}{K}\right)^2-n^2\frac{F^2}{2K}.
\end{equation}
The square vanishes at $x_n=nF/K$, and the lattice has then released $n^2E_p$, where
\begin{equation}
E_p=\frac{F^2}{2K}
\end{equation}
is the relaxation energy of one hole, measured from the undistorted lattice with the hole already present.

Two holes on separate, identical sites release $2E_p$. Two holes on the same site pull one spring twice as far and release $4E_p$. Sharing therefore gains an extra $2E_p$ from the lattice and costs the Coulomb repulsion $U$. It is favourable when $U<2E_p$. The factor of two comes from the quadratic growth of the relaxation energy with charge.

\section{The quantum model}

In the atomic limit there is no hopping between sites. Each site has one orbital, which holds at most one hole of each spin, and its own harmonic mode of energy $\hbar\omega$. With $n=n_\uparrow+n_\downarrow$,
\begin{equation}
H=\varepsilon n+Un_\uparrow n_\downarrow+\hbar\omega b^\dagger b
-g\hbar\omega\,n(b+b^\dagger).
\label{eq:H}
\end{equation}
Here $\varepsilon$ is the hole level on the undistorted site. The zero-point energy $\hbar\omega/2$ is omitted because it is the same for every $n$.

To connect $g$ with $F$, write $x=x_z(b+b^\dagger)$, with $x_z=\sqrt{\hbar/2M\omega}$ and $K=M\omega^2$ for a mode of mass $M$. Matching the coupling terms gives $Fx_z=g\hbar\omega$. Since $Kx_z^2=\hbar\omega/2$,
\begin{equation}
E_p=\frac{F^2}{2K}=\frac{(g\hbar\omega)^2}{2Kx_z^2}=g^2\hbar\omega .
\end{equation}

The hole number $n$ commutes with $H$, so it acts as a fixed number within each charge state. Define $B=b-gn$. Subtracting a number does not alter the commutator, so $[B,B^\dagger]=1$, and
\begin{equation}
\hbar\omega B^\dagger B=\hbar\omega b^\dagger b
-g\hbar\omega\,n(b+b^\dagger)+g^2\hbar\omega\,n^2 .
\end{equation}
The first two terms on the right are the phonon terms of \eqref{eq:H}. Replacing them gives
\begin{equation}
H=\varepsilon n+Un_\uparrow n_\downarrow+\hbar\omega B^\dagger B-E_pn^2 .
\end{equation}
Each $n_\sigma$ is 0 or 1, so $n_\sigma^2=n_\sigma$ and $n^2=n+2n_\uparrow n_\downarrow$. Hence
\begin{equation}
H=(\varepsilon-E_p)n+U_{\rm eff}\,n_\uparrow n_\downarrow
+\hbar\omega B^\dagger B,
\qquad U_{\rm eff}=U-2E_p .
\label{eq:result}
\end{equation}
This is exact for \eqref{eq:H}, whatever the ratio of $\hbar\omega$ to $E_p$.

Two variations leave the interaction formula intact. If the lattice couples to $n-n_0$, the relaxation term is $-E_p(n-n_0)^2=-E_pn^2+2n_0E_pn-E_pn_0^2$. The last two terms change the level and the zero of energy, but not $U_{\rm eff}$. If a site has several independent modes, each contributes its own completed square, and $E_p=\sum_q g_q^2\hbar\omega_q$.

\section{Ground state of two or more holes}

Let $E_n$ be the lowest energy with $n$ holes. From \eqref{eq:result}, $E_0=0$, $E_1=\varepsilon-E_p$ and $E_2=2\varepsilon+U-4E_p$. The energy of sharing relative to separation is
\begin{equation}
E_2+E_0-2E_1=(2\varepsilon+U-4E_p)-2(\varepsilon-E_p)=U-2E_p .
\end{equation}
The ground state has both holes on one site for $U<2E_p$ and on separate sites for $U>2E_p$. At equality the two arrangements are degenerate. A shared orbital requires opposite spins, so the pair is a spin singlet.

For $N$ holes on $L$ identical sites, the lowest energy at a given number $D$ of doubly occupied sites is
\begin{equation}
E=N(\varepsilon-E_p)+DU_{\rm eff}.
\end{equation}
If $U_{\rm eff}<0$, $D$ takes its largest value: all holes pair, except one when $N$ is odd. If $U_{\rm eff}>0$, $D$ takes its smallest value, $\max(0,N-L)$.

\section{Fixed and relaxed lattices}

The phonons do not weaken the repulsion at a fixed lattice. Let $E_n(x)$ be the energy with the lattice held at $x$. Then
\begin{equation}
E_2(x)+E_0(x)-2E_1(x)=U,
\end{equation}
because both the elastic terms and the terms linear in $x$ cancel. The reduction appears when each charge state is allowed its own displacement.

Suppose one hole is present and the lattice has relaxed to $x_1=F/K$. Adding a second hole before the lattice moves costs
\begin{equation}
E_2(x_1)-E_1(x_1)=\varepsilon+U-Fx_1=\varepsilon+U-2E_p ,
\end{equation}
since $Fx_1=F^2/K=2E_p$. Relaxation from $x_1$ to $x_2=2x_1$ then releases $\tfrac12K(x_2-x_1)^2=E_p$, so the relaxed addition energy is $\varepsilon+U-3E_p$.

This distinction matters when parameters are taken from total-energy calculations. Define $R_n=E_n(0)-\min_xE_n(x)$ and take $U$ from three charge states at the common geometry $x=0$. Then, with $R_0=0$,
\begin{align}
U_{\rm eff}&=[E_2(0)-R_2]+E_0(0)-2[E_1(0)-R_1]\nonumber\\
&=U-R_2+2R_1 .
\label{eq:R}
\end{align}
This form does not need a harmonic lattice. The linear model is the case $R_1=E_p$, $R_2=4E_p$. A difference of fully relaxed energies is already $U_{\rm eff}$, and $2E_p$ must not be subtracted from it again.

\section{Finite temperature}

The phonon frequency is the same for all $n$, so the phonon partition function is a common factor. With chemical potential $\mu$ for holes, the relative weights of an empty, singly and doubly occupied site are
\begin{equation}
w_0=1,\quad w_1=2e^{-(\varepsilon-E_p-\mu)/k_BT},\quad
w_2=e^{-[2(\varepsilon-E_p)+U_{\rm eff}-2\mu]/k_BT}.
\end{equation}
The 2 in $w_1$ counts the spin states. For the probabilities $p_n$ it follows that
\begin{equation}
\frac{p_2p_0}{p_1^2}=\frac14e^{-U_{\rm eff}/k_BT}\equiv r .
\end{equation}

Half the holes are paired when $2p_2=p_1$. If $h=p_1+2p_2$ is the mean number of holes per site, then $p_1=h/2$, $p_2=h/4$ and $p_0=1-3h/4$. Substitution gives
\begin{equation}
r=\frac{(h/4)(1-3h/4)}{h^2/4}=\frac{1-3h/4}{h},
\qquad h=\frac{1}{3/4+r}.
\label{eq:half}
\end{equation}
For strong attraction, $r\gg1$ and $h\simeq4e^{U_{\rm eff}/k_BT}$. Below this occupation most holes are single, even though the ground state is paired, because separated holes have many more arrangements.

\section{Where the threshold changes}

\subsection{Unequal levels}

Let the relaxed one-hole levels be $e_1\le e_2\le\ldots$, with the same $U$ and $E_p$ on every site. The best shared state has energy $2e_1+U_{\rm eff}$, and the best separated state has $e_1+e_2$. The holes share the deepest site if
\begin{equation}
U_{\rm eff}<e_2-e_1 .
\end{equation}
Disorder can therefore produce double occupation even when $U_{\rm eff}$ is positive.

\subsection{Weak hopping}

Let $t$ be the hopping amplitude to an equivalent neighbour, small compared with the energy gaps below. Let the lattice be slow, so that it stays fixed during a virtual hop. Measure energies from the bare levels.

A single polaron starts at $-E_p$. After the hop, the old site keeps its elastic energy $E_p$, and the hole sits on an undistorted site. The gap is $2E_p$, and second-order perturbation theory gives $-t^2/(2E_p)$.

A pair starts at $U-4E_p$. After one hole leaves, the old site has elastic energy $4E_p$ and coupling energy $-Fx_2=-4E_p$, so the total is zero. The gap is $4E_p-U$, which must be positive. Either hole can move, and the two amplitudes add to $\sqrt2\,t$ in the normalized singlet. The shift is $-2t^2/(4E_p-U)$. Relative to two distant polarons, the change in the pairing energy per neighbour is
\begin{equation}
\delta U_{\rm eff}=-\frac{2t^2}{4E_p-U}+2\,\frac{t^2}{2E_p}
=t^2\left[\frac1{E_p}-\frac{2}{4E_p-U}\right].
\end{equation}
It vanishes at $U=2E_p$, so at this order hopping does not move the threshold against distant polarons.

Adjacent polarons are a different reference. A hop that puts both holes on one site, with each lattice still displaced by $x_1$, gives $(U+E_p-4E_p)+E_p=U-2E_p$. The starting energy is $-2E_p$, so the gap is $U$. There are two such final states, each with amplitude $\sqrt2\,t$, and the singlet gains $-4t^2/U$. Close to threshold this can favour neighbouring holes over a shared site, unless intersite repulsion outweighs it.

\subsection{Stiffness that depends on charge}

Let the stiffness be $K_0(1+\kappa n)$ and hold the one-hole relaxation energy at $E_p$. Then $F^2/[2K_0(1+\kappa)]=E_p$, so $F^2/(2K_0)=E_p(1+\kappa)$ and
\begin{equation}
R_2=\frac{4F^2}{2K_0(1+2\kappa)}=4E_p\frac{1+\kappa}{1+2\kappa}.
\end{equation}
Equation \eqref{eq:R} gives
\begin{equation}
U_{\rm eff}=U+2E_p-4E_p\frac{1+\kappa}{1+2\kappa},
\label{eq:stiff}
\end{equation}
apart from a change in zero-point energy, which is about $-\hbar\omega\kappa^2/8$ for small $\kappa$. Setting \eqref{eq:stiff} to zero and multiplying by $1+2\kappa$,
\begin{equation}
(U+2E_p)(1+2\kappa)=4E_p(1+\kappa)
\ \Rightarrow\ 2\kappa U=2E_p-U .
\end{equation}
Pairing is lost at $\kappa_c=(2E_p-U)/(2U)$.

\section{Example: hole traps in an amorphous oxide}

Consider dilute traps created by disorder in an amorphous TiO$_2$ film. The parameters are rough round values and do not identify a defect. Both traps have $E_p=1.0$ eV, $\hbar\omega=0.06$ eV and $\varepsilon=-0.5$ eV. Hole energies are measured from the valence-band edge, and negative values are bound. A compact trap has $U=5.0$ eV; a spread trap has $U=1.5$ eV. The threshold is $2E_p=2.0$ eV.

For either trap, $E_1=-0.5-1.0=-1.5$ eV, so two separately trapped holes have energy $-3.0$ eV.

\begin{itemize}
\item Compact trap: $U_{\rm eff}=5.0-2.0=3.0$ eV and $E_2=-1.0+5.0-4.0=0$. Adding the second hole costs $0-(-1.5)=1.5$ eV relative to the band edge, so the trap does not bind it.
\item Spread trap: $U_{\rm eff}=1.5-2.0=-0.5$ eV and $E_2=-1.0+1.5-4.0=-3.5$ eV. The second hole enters the frozen lattice at $-0.5+1.5-2.0=-1.0$ eV, and relaxation lowers this to $-2.0$ eV. It is bound more deeply than the first.
\end{itemize}

The smaller $U$ implies a size. For two holes with the same Gaussian density, of standard deviation $\sigma$ along each axis, the separation has standard deviation $\sqrt2\,\sigma$ and mean inverse $1/(\sqrt\pi\,\sigma)$. Thus $U=e^2/(4\pi\epsilon_0\epsilon_\infty\sqrt\pi\,\sigma)$. With $\epsilon_\infty=6$, $U=1.5$ eV gives a root-mean-square radius $\sqrt3\,\sigma=0.16$ nm. Bulk screening at this distance is a rough assumption. With the same assumption and a static dielectric constant of 30, the slow dielectric response to this charge supplies only $\tfrac12U(1-6/30)=0.6$ eV of $E_p$. That part alone gives $2E_p<U$ and cannot pair the holes. The other 0.4 eV assumed here must come from short-range distortion of the bonds. The estimate cannot be carried over to the compact trap: $U=5.0$ eV would require a radius of 0.05 nm, smaller than an oxygen $2p$ orbital, where bulk screening does not apply. The value $E_p=1.0$ eV is simply assumed there, but the two holes stay separate for any $E_p$ below 2.5 eV.

For $10^{20}$ identical spread traps per cm$^3$, \eqref{eq:half} gives the hole density at which half the holes are paired. At 300 K, $k_BT=0.0259$ eV and the density is $1.6\times10^{12}$ cm$^{-3}$; at 400 K it is $2.0\times10^{14}$ cm$^{-3}$. These are equilibrium values and say nothing about how fast pairs form. The exponential makes them sensitive: at 300 K, a change of about 0.06 eV in $U_{\rm eff}$ changes the density tenfold. A spread of trap levels lowers the density, because the holes gather in the deepest traps, but the size of the effect depends on the tail of the distribution. A Gaussian spread of standard deviation $\Delta$ lowers it by roughly $e^{-(\Delta/k_BT)^2}$, about $10^{-4}$ at $\Delta=3k_BT$. A flat, bounded spread of the same standard deviation lowers it only by a factor of about $\sqrt3\,\Delta/k_BT$, about 5 at $\Delta=3k_BT$.

Hopping is a small correction for the spread trap. Two sites with $t=0.1$ eV, a generous value for dilute traps, were diagonalized numerically with their phonons. The shifts are $-0.0052$ eV for one polaron and $-0.0082$ eV for the pair, against $-0.005$ and $-0.008$ eV from the slow-lattice formulas. The pairing energy changes by about $+0.002$ eV per neighbour. The cube root of the volume per trap is 2.2 nm, and at that distance a static dielectric constant of 30 leaves a repulsion of 0.02 eV between separate holes. If the traps are placed at random, the nearest one is on average only 1.2 nm away, and the same estimate gives 0.04 eV. Compared with holes on neighbouring traps, this repulsion slightly favours sharing. Hopping works the other way: with the same $t$, neighbouring holes in a singlet gain about $4t^2/U=0.027$ eV, against 0.008 eV for the pair. Both effects are small beside $|U_{\rm eff}|=0.5$ eV.

Stiffening matters far more. If each hole adds 10\% to the stiffness, \eqref{eq:stiff} gives $U_{\rm eff}=1.5+2.0-4.4/1.2=-0.17$ eV in place of $-0.5$ eV. Pairing ends at $\kappa_c=0.5/3.0$, or 17\% per hole. The displacements show why a constant stiffness is doubtful. For a mode with the mass of one oxygen atom, 16 u, they are 0.038 nm for one hole and 0.076 nm for two. The latter is 38\% of a 0.2 nm bond, too far to trust a harmonic spring. If $m$ equal atoms share the motion equally, each moves less by a factor $\sqrt m$.

In real TiO$_2$ the upper valence states are mainly oxygen $2p$, and a repulsion of several eV is a reasonable scale for a compact oxygen orbital. The compact case therefore has the more realistic $U$ for a single oxygen site, although its $E_p$ is assumed; the spread trap is an assumption altogether. The trap density is high for a good film. Trap levels also vary: a spread of 0.1 eV cannot plausibly supply the 3 eV gap needed to pair holes in the compact trap. The valence band is several eV wide, so the atomic limit cannot decide whether a hole traps itself in a perfect crystal. Two holes may also form a bond between neighbouring oxygen atoms, a two-site state outside this model.

\section{Numerical use}

In the undisplaced phonon basis, the ground state with $n$ holes satisfies $B|\psi\rangle=0$, or $b|\psi\rangle=gn|\psi\rangle$. It is a coherent state with a Poisson distribution of phonon number, of mean $g^2n^2$ and standard deviation $gn$. In the example $g^2=16.7$, so two holes carry 67 phonons on average, with a standard deviation of about 8. A cutoff near the mean would truncate the state badly; the basis must extend several standard deviations beyond it. Working with $B$ removes this cost when there is no hopping.
